Positivity, moments and quasiparticle weight of the first-order cumulant

**Q.** You want to put a GW self-energy in an exponent and call the result a spectral function. Before I object to that, what exactly goes into the exponent?

**A.** Take one orbital of energy e₀, keep the diagonal element of the self-energy, and set ħ = 1. I use retarded functions, with f(ω) = ∫ dt e^{iωt} f(t). The reference Green's function is

G₀(t) = −iθ(t) e^{−ie₀t}.

The self-energy has a real static part s and a dynamic part Σc:

Σ(ω) = s + Σc(ω), Σc(e₀+x) = ∫ dν β(ν)/(x − ν + i0).

If e₀ is a Kohn–Sham energy, s is exchange minus the exchange-correlation potential. The variable ν is an energy measured from e₀. Since Im 1/(y+i0) = −πδ(y), we have β(ν) = −Im Σc(e₀+ν)/π where β is a smooth function. I assume β ≥ 0 and that ∫β is finite.

**Q.** The sign of β looks like the positivity you want to prove. Why should GW supply it?

**A.** It concerns the self-energy, not yet the spectrum, and it follows if the screened interaction is stable. Measure energies from the chemical potential. One boson of energy Ω > 0 contributes Wc(iw) = −2Ωm²/(w²+Ω²), where m² ≥ 0 is a squared coupling. An intermediate orbital of energy e then gives, on the imaginary axis,

Σc(iu) = −(1/2π) ∫ dw Wc(iw)/(iu + iw − e)
= (Ωm²/π) ∫ dw 1/[(w²+Ω²)(iu + iw − e)].

The last factor has its pole at w = −u − ie. For an empty orbital, e > 0, this lies in the lower half plane, so I close the contour above and collect the pole w = iΩ. The integral is

2πi · (1/2iΩ) · 1/(iu − Ω − e) = (π/Ω)/(iu − e − Ω).

For an occupied orbital, e < 0, I close below and collect w = −iΩ, with a minus sign for the direction:

−2πi · (−1/2iΩ) · 1/(iu + Ω − e) = (π/Ω)/(iu − e + Ω).

Hence Σc(iu) = m²/(iu − e ∓ Ω), upper sign for empty orbitals. Continuing iu to ω + i0 leaves the residue m² ≥ 0. A sum over orbitals and bosons keeps β ≥ 0. A self-energy outside this construction may have negative β, and then the argument below does not apply.

**Q.** Very well. How is the exponent fixed?

**A.** Write G(t) = G₀(t)e^{C(t)} and demand agreement with Dyson's equation to first order in Σ, so that G₀C = G₀ΣG₀. In time, define b(τ) = ∫ dν β(ν)e^{−iντ}. Then

Σ(τ) = sδ(τ) − iθ(τ)e^{−ie₀τ} b(τ).

In the convolution all factors e^{−ie₀t} combine into one. The static part gives

(−i)² s e^{−ie₀t} ∫₀ᵗ dt₁ = −st e^{−ie₀t},

and division by G₀ = −ie^{−ie₀t} gives −ist. The dynamic part has three factors −i, one of which is cancelled by the division, leaving (−i)² = −1. The two interaction times are separated by τ, and the earlier one can lie anywhere in an interval of length t − τ. Therefore

C(t) = −ist − ∫₀ᵗ dτ (t−τ) b(τ).

For one value of ν, integrate by parts, using (i/ν)e^{−iντ} as the antiderivative of e^{−iντ}:

∫₀ᵗ dτ (t−τ)e^{−iντ} = −it/ν + (i/ν)∫₀ᵗ dτ e^{−iντ}
= −it/ν − (e^{−iνt} − 1)/ν².

With the minus sign in front,

C(t) = −ist + ∫ dν β(ν) [e^{−iνt} + iνt − 1]/ν².

At ν = 0 the fraction means its limit, −t²/2.

**Q.** This defines C for t > 0. A spectrum needs both signs of time.

**A.** The formula extends to negative t, and since β and s are real, C(−t) = C(t)*. Put φ(t) = e^{−ie₀t + C(t)}. Then

A(ω) = −(1/π) Im G(ω)
= (1/π) Re ∫₀^∞ dt e^{iωt} φ(t)
= (1/2π) ∫_{−∞}^{∞} dt e^{iωt} φ(t).

Equivalently φ(t) = ∫ dω A(ω)e^{−iωt}. If A contains sharp lines, these integrals are understood as a measure with delta functions.

**Q.** That makes A real. Exponentials of oscillating functions do not usually have positive Fourier transforms, so why does this one?

**A.** Because what oscillates in C is itself the transform of something nonnegative. First keep only |ν| > δ, and define there a(ν) = β(ν)/ν², with

N = ∫ a dν, K = ∫ β/ν dν, â(t) = ∫ a(ν)e^{−iνt} dν.

N is at most ∫β/δ², so it is finite, and so is K. The three terms in the bracket of C now separate:

φ_δ(t) = e^{−N} e^{−i(e₀+s−K)t} Σₙ [â(t)]ⁿ/n!.

A product of transforms is the transform of a convolution. Thus [â]ⁿ belongs to a convolved with itself n times, which is nonnegative because a is. The phase only shifts the energy origin to e₀ + s − K, and e^{−N} is positive. The spectrum A_δ is therefore nonnegative. Its total weight is e^{−N} Σₙ Nⁿ/n! = 1.

Physically, the nth term describes n independent boson events, and a(ν) is the strength for changing the line energy by ν.

**Q.** You removed the neighbourhood of ν = 0, where N may diverge. Does positivity survive when you restore it?

**A.** It does. The integral by parts above also shows that

|e^{−iνt} + iνt − 1| = ν² |∫₀ᵗ dτ (t−τ)e^{−iντ}| ≤ ν²t²/2.

The omitted part of C is thus at most (t²/2)∫_{|ν|≤δ} β dν. If β has no delta function at ν = 0, this vanishes as δ → 0 at each t. If it has one, of strength g₀, that piece contributes the factor e^{−g₀t²/2}, whose transform is a positive Gaussian; I keep it as a separate convolution.

To pass to the limit safely, multiply φ_δ by e^{−η²t²/2}. In energy this smooths A_δ with a Gaussian, so the result is nonnegative. Since |φ_δ| ≤ 1, the Gaussian dominates the time integral and the limit δ → 0 may be taken inside it. The smoothed A is therefore nonnegative for every η > 0. Letting η → 0, A is a nonnegative measure.

**Q.** Could some of its weight escape to infinite energy in that limit?

**A.** Weigh A with e^{−η²ω²/2}. The result equals the average of φ(t) over a normalized Gaussian in t of standard deviation η. As η → 0 this average tends to φ(0) = 1, because φ is continuous and C(0) = 0. On the energy side the weights increase to 1. Hence ∫A dω = 1.

**Q.** And the first moment? You moved the quasiparticle, so I would expect the mean to move too.

**A.** The satellites compensate. Differentiate C:

C′(t) = −is + i∫ dν β(ν)(1 − e^{−iνt})/ν, C″(t) = −∫ dν β(ν)e^{−iνt}.

At t = 0 these are −is and −∫β. To use them as moments I first need a finite second moment. From φ(t) = ∫Ae^{−iωt}dω,

[2 − φ(h) − φ(−h)]/h² = ∫ dω A(ω) 2(1 − cos ωh)/h².

The left side tends to −φ″(0), which is finite. The integrand on the right is nonnegative and tends to ω²A, so ∫ω²A is finite by Fatou's lemma. Differentiation under the integral is then allowed:

−i∫ωA dω = φ′(0) = −i(e₀+s),
−∫ω²A dω = φ″(0) = −(e₀+s)² − ∫β dν.

The mean is e₀ + s and the variance is ∫β. What is kept is the energy including the static self-energy; it equals e₀ when s = 0.

Dyson's equation agrees. Put y = ω − e₀ − s. If β falls off fast enough for the expansion, Σc = (∫β)/y + O(y⁻²) at large y, and

G = 1/(y − Σc) = 1/y + (∫β)/y³ + … .

These terms show the same norm, mean and variance. The two spectra differ in how they distribute the weight.

**Q.** Where is the quasiparticle, then? In Dyson's equation I must solve for its energy.

**A.** Here it can be read off if N = ∫β/ν² is finite over all ν. Then K is finite too, because 1/|ν| ≤ (1 + 1/ν²)/2, and no cut-off δ is needed. The n = 0 term of the series is a delta function at e₀ + s − K with weight e^{−N}. Now evaluate the self-energy at e₀. Its value is Σc(e₀) = −∫β/ν = −K. For the slope, approach e₀ from above the real axis:

[Σc(e₀+iη) − Σc(e₀)]/(iη) = ∫ dν β(ν)/[ν(iη − ν)] → −∫ dν β/ν² = −N.

The limit is allowed because |iη − ν| ≥ |ν|. Thus

E = e₀ + s + Re Σc(e₀), Z = exp[Σc′(e₀)].

The self-energy is evaluated at the reference energy e₀, which is what "on shell" means here. A sharp Dyson line instead satisfies E_D = e₀ + s + Σc(E_D), with weight 1/[1 − Σc′(E_D)].

**Q.** Show me numbers, from something that does not use your series.

**A.** For one boson, the same spectrum comes from an operator:

L = e₀ + s + νb†b + √g (b + b†), β = g times a delta function at ν.

Completing the square gives

L = e₀ + s − g/ν + ν(b† + √g/ν)(b + √g/ν).

The eigenvalues are e₀ + s − g/ν + nν. The eigenstates are displaced oscillator states, and their squared overlaps with the undisplaced vacuum are Poisson weights e^{−a}aⁿ/n!, with a = g/ν². These are the energies and weights of the cumulant series. For ν < 0 this describes the removal of an electron from a localized level that leaves bosons behind: each boson of energy |ν| lowers the line by |ν|.

Choose round parameters e₀ = −6 eV, s = 1 eV, ν = −10 eV and g = 25 eV². Then

Σc(e₀) = −g/ν = 2.5 eV, Σc′(e₀) = −g/ν² = −0.25,
E = −6 + 1 + 2.5 = −2.5 eV, Z = e^{−0.25} = 0.779.

Numerical diagonalization of L gives weights 0.779, 0.195, 0.024 and 0.002 at −2.5, −12.5, −22.5 and −32.5 eV. The mean of the full series is −5 eV and its variance is 25 eV².

Dyson's equation with the same self-energy reads (ω+5)(ω+16) = 25, so

ω = −10.5 ± √(5.5² + 25) eV.

Its two lines are at −3.07 eV with weight 0.870 and at −17.93 eV with weight 0.130. Mean and variance are again −5 eV and 25 eV². In this model the cumulant satellites are spaced by the boson energy, 10 eV, while the single Dyson satellite lies 14.9 eV below its quasiparticle.

**Q.** Your retarded β has parts on both sides of zero. Can one boson event undo another and put weight back at E?

**A.** Yes, for discrete energies of which some sum vanishes. Take strengths a₁ at −Ω and a₂ at +Ω. Equal numbers of the two events return to E, so the full line there has weight

e^{−a₁−a₂} Σₙ (a₁a₂)ⁿ/(n!)² = e^{−a₁−a₂} I₀(2√(a₁a₂)),

where I₀ is the modified Bessel function. With Ω = 10 eV and 25 eV² on each side, a₁ = a₂ = 0.25. The zero-boson weight is 0.607, but the full line has 0.645, as diagonalization with two bosons confirms. So exp[Σc′(e₀)] is in general the zero-boson weight and a lower bound on the line weight.

The two coincide if all ν have one sign, since no sum of them can vanish. They also coincide if β is a continuous density, since its convolutions contain no delta function. A continuum may even reach ν = 0. For β = 0.05ν² exp(−ν²/8), with β and ν in eV, both |e^{C}| at late time and exp[Σc′(e₀)] come out as 0.778.

**Q.** When e₀ lies inside a continuum of the poles e ∓ Ω, as for a hole far enough below the top of an occupied band to emit an excitation, decay is possible at e₀ itself. Then β(0) > 0 and your N diverges. What remains of the quasiparticle?

**A.** A line with a width. Suppose β is smooth enough that (1+τ)|b(τ)| is integrable. For x in the upper half plane, 1/(x−ν) = −i∫₀^∞ dτ e^{i(x−ν)τ}. Therefore

Σc(e₀+x) = −i∫₀^∞ dτ b(τ)e^{ixτ},
Σc(e₀) = −i∫₀^∞ b dτ, Σc′(e₀) = ∫₀^∞ τb dτ.

Now extend the time integral in C to infinity and subtract the excess:

C(t) = −ist − t∫₀^∞ b dτ + ∫₀^∞ τb dτ + ∫ₜ^∞ (t−τ)b dτ.

The last term is at most ∫ₜ^∞ τ|b|dτ, which tends to zero. Since −∫₀^∞ b dτ = −iΣc(e₀),

C(t) → −i[s + Σc(e₀)]t + Σc′(e₀) as t → +∞.

Define γ = −Im Σc(e₀) = πβ(0), Σc′(e₀) = R + iI and x = ω − E. The transform of this late-time form, continued back to t = 0, is the pole part of the spectrum:

A_pole = (1/π) Re[e^{R+iI} i/(x+iγ)]
= (e^R/π) (γ cos I − x sin I)/(x²+γ²).

The second line uses i/(x+iγ) = (γ+ix)/(x²+γ²). Thus the pole lies at E − iγ, with E still the on-shell energy. For I = 0 the pole part is a Lorentzian of half width γ centred at E; a nonzero I skews it through the term x sin I.

**Q.** That pole part changes sign when x is large. Have you lost positivity, and is e^R still a weight?

**A.** The full A stays nonnegative, because its proof did not assume a sharp line. The pole part is only one piece of it, and e^R is the modulus of a complex residue, not a separate probability. It can even exceed 1. For one Gaussian β centred at ν = 0, with area g and standard deviation w, b = g e^{−w²τ²/2} and R = g/w² > 0. The rest of A then compensates in the norm.

As an example keep e₀ and s, and let β be three Gaussians, each of standard deviation 2 eV. Their centres are −10, 12 and −1 eV and their areas 25, 5 and 0.5 eV². The computed self-energy gives Re Σc(e₀) = 2.30 eV and γ = 0.277 eV, so

E = −6 + 1 + 2.30 = −2.70 eV.

The slope has R = −0.231 and I = 0.069, hence e^R = 0.794. At ω = E the pole part is

0.794 × cos(0.069)/(π × 0.277 eV) = 0.91 eV⁻¹.

The full spectrum there is 0.907 eV⁻¹, about 0.5% of its own value below the unrounded pole part; the difference is the remaining, non-pole part of A. Twenty eV above E the pole part is −7.0 × 10⁻⁴ eV⁻¹, while the full spectrum has no negative value on the energy grid. Its norm is 1.000, its mean −5.000 eV and its variance 30.5 eV², the sum of the three areas.

**Q.** Would the computation notice if β ≥ 0 were violated?

**A.** Reversing the sign of the 25 eV² Gaussian makes the minimum of A equal to −0.067 eV⁻¹. The numerical check includes this control. A small violation can pass unseen: adding to the three Gaussians a fourth, of area −0.5 eV² and standard deviation 2 eV at ν = −20 eV, makes β = −0.10 eV there, yet A shows no negative value beyond rounding. A nonnegative computed spectrum therefore does not certify β ≥ 0.

**Q.** Take one of the cases still open. Suppose β vanishes at zero, but only as k|ν| with k > 0. Neither of your quasiparticle conditions holds.

**A.** Then there is no delta line. The low-energy part of Re C is

2k ∫₀ dν (cos νt − 1)/ν,

which behaves as −2k ln t at late time, because the cosine averages out for ν above about 1/t. So |φ| decays as t^{−2k}. Because k|ν| is even in ν, its low-energy contribution to Im C, the integral of β(νt − sin νt)/ν², vanishes, and φ behaves as e^{−iEt}|t|^{−2k}. Substituting t → t/|ω − E| in the Fourier integral shows that for 2k < 1 the sharp line is replaced by a peak diverging as |ω − E|^{2k−1} on both sides of E. N diverges logarithmically, so the formal weight e^{−N} is zero. The symmetry of the peak relies on equal slopes: with slope k₊ for ν > 0 and k₋ for ν < 0 the exponent becomes k₊ + k₋ − 1, and the peak is higher on the side of the larger slope. Positivity, norm and mean are untouched, since they require only β ≥ 0 with a finite integral.

Values computed for the example and the checks

```
orbital energy e0 = -6.0 eV; static part s = 1.0 eV
one boson: nu = -10.0 eV, squared coupling = 25.0 eV^2
Sigma_c(e0) = 2.5000 eV; slope = -0.2500
on-shell energy = -2.5000 eV; exp(slope) = 0.77880
cumulant line 0: -2.5000 eV, diagonalized weight 0.77880
cumulant line 1: -12.5000 eV, diagonalized weight 0.19470
cumulant line 2: -22.5000 eV, diagonalized weight 0.02434
cumulant line 3: -32.5000 eV, diagonalized weight 0.00203
cumulant mean = -5.0000 eV; variance = 25.0000 eV^2
Dyson line: -3.0670 eV, weight 0.86997
Dyson line: -17.9330 eV, weight 0.13003
Dyson mean = -5.0000 eV; variance = 25.0000 eV^2
bosons at nu = +-10.0 eV, each 25.0 eV^2:
  zero-boson weight = 0.60653; full line = 0.64504
gapless beta = 0.05 nu^2 exp(-nu^2/8) eV (nu in eV):
  late-time weight = 0.77828; exp(slope) = 0.77829
broad beta: Gaussian standard deviation = 2.0 eV
  centre nu = -10.0 eV, area = 25.0 eV^2
  centre nu = 12.0 eV, area = 5.0 eV^2
  centre nu = -1.0 eV, area = 0.5 eV^2
minimum of A on grid = 5.1e-10 1/eV
norm = 1.000000; mean = -5.00000 eV; variance = 30.5000 eV^2
Re Sigma_c(e0) = 2.3013 eV; half width = 0.2766 eV
on-shell energy = -2.6987 eV
slope: real = -0.23083, imaginary = 0.06927
residue modulus exp(Re slope) = 0.79388
A at on-shell energy = 0.90669 1/eV
pole part at on-shell energy = 0.91150 1/eV
pole part 20 eV above it = -7.00e-04 1/eV
control, first area negated: minimum A = -0.06651 1/eV
```
